# Heavy-Hole Overlap Factors for Scalar Acoustic Scattering, part 2

We seek the rates at which acoustic phonons scatter heavy and light holes, and the resulting low-field mobility. The hole energy $E$ is counted positive into the valence band, $V$ is the crystal volume and $m_0$ the free-electron mass. In the spherical Luttinger model, with parameters $\gamma_1$ and $\gamma$, the heavy and light masses are

$$
\frac{m_0}{m_h}=\gamma_1-2\gamma,\qquad
\frac{m_0}{m_l}=\gamma_1+2\gamma .
\tag{5}
$$

Each band has two helicities (components of the dimensionless angular momentum $\mathbf J$, $J=3/2$, along the wave vector). A hole goes from $\mathbf k$ to $\mathbf k'$ through the angle $\theta$. For a scalar coupling, which does not act on $\mathbf J$, the squared matrix element is a spatial factor $|U|^2$ times an overlap factor. Summed over the final doublet, the overlap factors are

$$
G_{HH}=G_{LL}=\frac{1+3\cos^2\theta}{4},\qquad
G_{HL}=G_{LH}=\frac34\sin^2\theta .
\tag{26}
$$

The previous half showed that they hold for any superposition within the initial doublet. Both have solid-angle average $1/2$, written $\langle G\rangle$, and $\langle G\cos\theta\rangle=0$. They multiply a density of states that counts one state per wave vector.

With warped bands, the average stays $1/2$ because

$$
\int w(\mathbf n')P_H(\mathbf n')\,d\Omega'=\frac12\,\mathbf 1 .
\tag{23}
$$

Here $P_H$ projects on the heavy doublet for direction $\mathbf n'$, and $w$ is a normalized weight with cubic symmetry.

Strain $\varepsilon_{ij}$ that includes shear does act on $\mathbf J$:

$$
D=a\sum_i\varepsilon_{ii}
+b\sum_{ij}\varepsilon_{ij}\left[\frac{J_iJ_j+J_jJ_i}{2}-\frac54\delta_{ij}\right].
\tag{24}
$$

The constants $a$ and $b$ are energies; as a subscript, $b$ labels the band. For elastic heavy-to-heavy scattering, the squared couplings per unit strain forward and backward, where only longitudinal phonons contribute, are

$$
F_{HH}(0)=\left(a-\frac b2\right)^2,\qquad
F_{HH}(180^\circ)=(a+b)^2 .
\tag{25}
$$

### The phonon matrix element

Let $\Xi$ be a scalar deformation potential, $\rho$ the mass density and $v_l$ the longitudinal sound speed. The perturbation is $\Xi\nabla\cdot\mathbf u$, with $\mathbf u$ the lattice displacement. A phonon of wave vector $\mathbf q$ and frequency $\omega=v_lq$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$. The divergence of a longitudinal wave multiplies it by $q$ in magnitude. With $N_q$ the phonon occupation, the squared spatial matrix elements are

$$
|U_q|^2=\frac{\Xi^2\hbar q^2}{2\rho V\omega}\,n_q
=\frac{\Xi^2\hbar q}{2\rho v_lV}\,n_q,
\tag{27}
$$

where $n_q=N_q$ for absorption and $n_q=N_q+1$ for emission.

Two approximations now enter. The phonon energy is neglected in the energy balance, so that absorption and emission can be added. It is also taken to be small compared with the thermal energy $k_BT$. With $x=\hbar\omega/k_BT$,

$$
2N_q+1=\coth\frac x2=\frac2x+\frac x6+\cdots\simeq\frac{2k_BT}{\hbar v_lq}.
\tag{28}
$$

The first neglected term is smaller than the retained one by $x^2/12$. The sum of the two processes becomes

$$
|U|^2=\frac{\Xi^2\hbar q}{2\rho v_lV}\,\frac{2k_BT}{\hbar v_lq}
=\frac{\Xi^2k_BT}{c_lV},\qquad c_l=\rho v_l^2 .
\tag{29}
$$

The wave vector has cancelled. All remaining angular dependence is in the overlap factors.

### Partial rates

The density of states per volume and energy, with one state per wave vector, follows from $k=\sqrt{2m_bE}/\hbar$ and $dk/dE=m_b/(\hbar^2k)$:

$$
g_b(E)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}
=\frac{m_bk}{2\pi^2\hbar^2}
=\frac{m_b\sqrt{2m_bE}}{2\pi^2\hbar^3},\qquad b=h,l .
\tag{30}
$$

The golden rule for scattering into band $b$ is

$$
\frac1{\tau_{\to b}}
=\frac{2\pi}{\hbar}\,\frac{\Xi^2k_BT}{c_l}\,g_b(E)\langle G\rangle
=\frac{\pi\Xi^2k_BT}{\hbar c_l}\,g_b(E),
\tag{31}
$$

where $\langle G\rangle=1/2$ for both final bands. Adding them gives

$$
\frac1{\tau(E)}=\frac{\pi\Xi^2k_BT}{\hbar c_l}\,[g_h(E)+g_l(E)] .
\tag{32}
$$

By (26), the same expression holds for an initial light hole. The fraction of scattering events that end in the light band is $m_l^{3/2}/(m_h^{3/2}+m_l^{3/2})$, whatever the initial band.

### Why this is also the momentum relaxation time

With two coupled bands, a total scattering rate is not automatically a momentum relaxation rate, because holes are also scattered into each state. Let a small force $F$ act along $z$. Write the distribution in band $b$ as $f_b=f_0-(\partial f_0/\partial E)\phi_b$, where $f_0$ is the equilibrium distribution. Elastic collisions leave the factor $\partial f_0/\partial E$ unchanged. The stationary Boltzmann equation is, to first order in $F$,

$$
Fv_b\cos\alpha=\sum_{b'}\int d\Omega'\,W_{bb'}(\theta)
\left[\phi_b(\alpha)-\phi_{b'}(\alpha')\right].
\tag{33}
$$

Here $v_b=\sqrt{2E/m_b}$, the angles $\alpha$ and $\alpha'$ are measured from the force, and $W_{bb'}$ is the scattering rate per solid angle. Try

$$
\phi_b=F\tau(E)v_b\cos\alpha .
\tag{34}
$$

The term $\phi_{b'}$ in (33) contains $\cos\alpha'$. With $\psi$ the azimuth of $\mathbf k'$ about $\mathbf k$,

$$
\cos\alpha'=\cos\alpha\cos\theta+\sin\alpha\sin\theta\cos\psi .
\tag{35}
$$

The integral over $\psi$ removes the second term. The first is proportional to $\langle G\cos\theta\rangle=0$. What remains on the right of (33) is $\phi_b/\tau$, which equals the left side. The trial solution is therefore correct, and one relaxation time serves both bands.

This description uses occupations and neglects coherence between heavy and light states. That is justified when their energy separation at fixed $\mathbf k$ is much larger than $\hbar/\tau$. Coherence within a doublet is not generated here, since the result of the previous half for arbitrary superpositions means that an unpolarized distribution scatters into an unpolarized one.

### Mobility

For a nondegenerate hole gas $f_0\propto e^{-E/k_BT}$, so $-\partial f_0/\partial E=f_0/k_BT$. An electric field $\mathcal E$ exerts the force $F=e\mathcal E$. The angular average of $v_b^2\cos^2\alpha$ is $v_b^2/3=2E/(3m_b)$. Dividing the mean velocity by the field gives

$$
\mu=\frac{e\sum_b\int g_b\,\dfrac{2E}{3m_b}\,\tau\,\dfrac{f_0}{k_BT}\,dE}
{\sum_b\int g_bf_0\,dE}.
\tag{36}
$$

The twofold helicity degeneracy cancels. Put $x=E/k_BT$. Equation (32) gives $\tau=\tau(k_BT)\,x^{-1/2}$, while $g_b\propto m_b^{3/2}x^{1/2}$. The two integrals required are

$$
\int_0^\infty x^{1/2}\,x\,x^{-1/2}e^{-x}\,dx=1,\qquad
\int_0^\infty x^{1/2}e^{-x}\,dx=\frac{\sqrt\pi}{2}.
\tag{37}
$$

The numerator carries $m_b^{3/2}/m_b=m_b^{1/2}$ and the denominator $m_b^{3/2}$. Therefore

$$
\mu=e\bar\tau\,\frac{m_h^{1/2}+m_l^{1/2}}{m_h^{3/2}+m_l^{3/2}},\qquad
\bar\tau=\frac{4}{3\sqrt\pi}\,\tau(k_BT).
\tag{38}
$$

Since $1/\tau(k_BT)\propto T^{3/2}$, this model gives $\mu\propto T^{-3/2}$ at fixed material parameters.

### Germanium at 77 K

The example has the conditions of a low-field measurement on high-purity germanium. The rough parameters are $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\rho=5.32$ g/cm³ and $v_l=5400$ m/s. The spherical parameter is $\gamma=(2\gamma_2+3\gamma_3)/5=5.10$. By (5),

$$
\frac{m_h}{m_0}=\frac1{13.4-10.2}=0.3125,\qquad
\frac{m_l}{m_0}=\frac1{13.4+10.2}=0.0424 .
$$

The stiffness is $c_l=155.1$ GPa, and $\Xi=6.0$ eV is chosen as an effective scalar coupling. It is not the bare hydrostatic potential.

At 77 K, $k_BT=6.635$ meV. Consider a hole of energy $1.5k_BT=9.95$ meV. Its heavy wave vector is $0.2857$ nm⁻¹. With $\hbar^2/m_0=0.0762$ eV nm², equation (30) gives

$$
g_h=\frac{0.3125\times0.2857}{2\pi^2\times0.0762}
=0.0594\ \text{eV}^{-1}\text{nm}^{-3}.
$$

One GPa is $6.242$ eV/nm³, and $\hbar=6.582\times10^{-4}$ eV ps. Equation (31) then gives

$$
\frac1{\tau_{\to h}}
=\frac{\pi(6.0)^2(0.006635)(0.0594)}
{(6.582\times10^{-4})(155.1\times6.242)}
=0.070\ \text{ps}^{-1}.
$$

The rate into the light band is $0.0035$ ps⁻¹. It supplies $4.8\%$ of the total despite its equal average overlap, because the light density of states is small. The sum gives $\tau=13.6$ ps. At energy $k_BT$ the time is longer by $\sqrt{1.5}$, or $16.7$ ps, and (38) gives $\bar\tau=0.752\times16.7=12.6$ ps.

The mass ratio in (38) is

$$
\frac{\sqrt{0.3125}+\sqrt{0.0424}}{0.3125^{3/2}+0.0424^{3/2}}=4.17
$$

in units of $1/m_0$. The mobility is $9.2\times10^4$ cm²/Vs. Light holes are $4.8\%$ of the population but carry $0.206/(0.559+0.206)=27\%$ of the current.

If both overlap factors were replaced by one at fixed $\Xi$, the rate would double and the mobility would halve. The original mobility would return with $\Xi=6.0/\sqrt2=4.2$ eV. A fitted deformation potential thus has a definite meaning only together with its overlap convention.

### Comparison with the real material

Measured low-field hole mobilities in high-purity germanium near 77 K are roughly $4\times10^4$ cm²/Vs, less than half the model value. The assumption most clearly broken is the scalar coupling. For rough magnitudes $|a|=2.0$ eV and $|b|=2.7$ eV in (24), with a transverse sound speed of 3300 m/s, the total rate for an initial heavy hole at $9.95$ meV equals that of a scalar potential of $5.98$ eV when $ab>0$ and $4.96$ eV when $ab<0$. The bare $2.0$ eV alone would give $(2.0/5.98)^2=11\%$ of the first rate and $16\%$ of the second. At these magnitudes, $\Xi$ mainly stands in for shear coupling. Relative to the example's $6.0$ eV, the total rates of a heavy hole are $0.99$ and $0.68$. An initial light hole scatters faster, with equal-rate scalars of about $7.1$ and $5.8$ eV, so with shear the two bands no longer share one total rate as in (32).

The angular law changes as well. The mean cosine of heavy-to-heavy scattering is $-0.21$ for $ab>0$ and $+0.15$ for $ab<0$, instead of zero. Equation (25) shows the origin of the two signs. For $ab>0$, the squared coupling is $0.42$ eV² forward and $22$ eV² backward. For $ab<0$, it is $11$ eV² forward and $0.49$ eV² backward. An effective scalar can reproduce a total rate, but it does not reproduce this angular distribution.

Among the corrections other than shear, warping changes the scattering rate most at this energy. The heavy mass is $0.200m_0$ along [100] and $0.500m_0$ along [111]. Among 1500 random pairs of directions, $G_{HH}$ differs from (26) by $0.048$ in root mean square and by at most $0.15$. The last digit of the first number depends on the sample; 60000 pairs give $0.049$. The average remains $1/2$ by (23), but the heavy density of states rises by $15\%$. With the small light-band rate held fixed, the relaxation time falls by $13\%$. The full change of mobility also requires the direction-dependent velocities, which offset part of this fall. Shear coupling with $ab<0$ would raise the mobility, away from the measured value, because it lowers the rate and favors forward scattering. For $ab>0$ the preference for backward scattering acts in the opposite direction. The mobility with shear and warping included is not calculated here, so the difference from the measured value is left unexplained, and $\Xi$ was not fitted to it.

The other corrections to the rate at 77 K and $9.95$ meV are smaller:

- With a split-off gap of $0.29$ eV, the rate from heavy to light states rises by $3.4\%$. The average overlap is still $0.4998$, so the increase comes from the light density of states. The total rate changes by less than $0.2\%$.
- The phonon energy for heavy-hole backscattering is $2.0$ meV, which is $20\%$ of the hole energy. Keeping phonon energies and Bose occupations nevertheless lowers the total rate by only $0.9\%$.
- For an optical phonon of $37$ meV and a rough coupling of $8\times10^8$ eV/cm, treated with the same average overlap, the optical rate at energy $1.5k_BT$ is $3.8\%$ of the acoustic rate. Only absorption is possible at this energy. The few holes above $37$ meV can also emit optical phonons, so this ratio does not measure the effect on the mobility.
- For $10^{10}$ cm⁻³ charged impurities and holes, the heavy-hole impurity momentum-loss rate is about $3\times10^{-5}$ of the acoustic rate, with Debye screening, a relative permittivity of 16 and unit overlap. The screening length, 24 µm, exceeds the impurity spacing, 4.6 µm; cutting the Coulomb scattering off at half that spacing gives about $2\times10^{-5}$ instead. The hole density is about $2\times10^{-8}$ of the effective band density, so the gas is nondegenerate.

The optical-to-acoustic ratio rises to $0.85$ at 300 K, again at energy $1.5k_BT$. This energy, $38.8$ meV, lies just above the emission threshold, so the ratio varies quickly with energy: it is $0.52$ at $1.4k_BT$ and $1.0$ at $1.6k_BT$. The acoustic mobility (38) should therefore not be extrapolated to room temperature as the total mobility.

The field must also be small. The model drift velocity reaches the sound speed at $5.9$ V/cm, which marks the scale at which heating of the holes has to be examined. Germanium radiation detectors work at fields of roughly $1000$ V/cm, far outside this low-field regime. The separate contributions are listed in the numerical output below.

## Values computed for the example and the checks

```
Angle factors (heavy->heavy, heavy->light)
   0.00 deg: 1.0000  0.0000
  30.00 deg: 0.8125  0.1875
  54.74 deg: 0.5000  0.5000
  90.00 deg: 0.2500  0.7500
 120.00 deg: 0.4375  0.5625
 180.00 deg: 1.0000  0.0000
Solid-angle means HH, HL: 0.5000 0.5000
Cosine moments HH, HL: 0.0000 0.0000
Inputs (rough, high-purity Ge)
 temperature 77 K, kT 6.635 meV
 g1 13.4, g2 4.2, g3 5.7, spherical 5.10
 mass density 5.32 g/cm3
 sound speeds L, T: 5400 3300 m/s
 longitudinal stiffness 155.1 GPa
 effective scalar potential 6.0 eV
Spherical-model results
 heavy, light mass: 0.3125 0.0424 m0
 hole energy 1.5 kT: 9.95 meV
 k heavy, light: 0.2857 0.1052 1/nm
 rate into heavy band: 0.06990 1/ps
 rate into light band: 0.00349 1/ps
 light share of final states: 4.76 %
 relaxation time at 1.5 kT: 13.63 ps
 relaxation time at kT: 16.69 ps
 transport-averaged time: 12.55 ps
 hole mobility: 92077 cm2/Vs
Neglected effects
 shear inputs |a|, |b|: 2.0 2.7 eV
 shear, a*b sign +1: equal-rate scalar 5.98 eV, HH mean cosine -0.207
 shear, a*b sign -1: equal-rate scalar 4.96 eV, HH mean cosine +0.148
 warping: HH factor shift rms 0.048, largest 0.148
 heavy mass [100], [111]: 0.200 0.500 m0
 warped heavy density-of-states mass 0.343 m0
 warped/spherical heavy DOS 1.152
 split-off gap 0.29 eV
 split-off: mean HL factor 0.4998, HL rate ratio 1.0336
 phonon energy at q = 2k heavy: 2.03 meV
 inelastic/elastic total rate 0.9912
 optical inputs: 8.0e+08 eV/cm, 37 meV
 optical/acoustic rate 77 K: 0.0378
 optical/acoustic rate 300 K: 0.846
 impurity and hole density 1e+10 1/cm3, permittivity 16
 impurity/acoustic rate 3.3e-05
 hole density / band density 1.7e-08
 field where drift = sound speed 5.86 V/cm
```
